# Internal strain of the diamond lattice in the Keating model: verification in Python

```python
"""Internal strain of the diamond lattice in the Keating model.

Result under test: zeta = (alpha - beta)/(alpha + beta), where a shear
eps_xy = eps_yx = gamma/2 shifts sublattice B against A by
u_z = -zeta*b*gamma, b = a/4, beyond the homogeneous strain.
Energy: 3 alpha/(8 d^2) sum_bonds (r^2-d^2)^2
      + 3 beta/(8 d^2) sum_pairs (r_i.r_j + d^2/3)^2.
alpha, beta: force constants (N/m); a: lattice constant (nm);
d: bond length (nm). Energies are in N/m nm^2 = 1e-18 J, and
energy per volume in N/m/nm = GPa.
The test relaxes every atom of an eight-atom periodic cell numerically.
"""
import itertools
import numpy as np
from scipy.constants import e as charge

a = 0.54
b = a / 4
d = np.sqrt(3) * b
alpha0, beta0, gamma0 = 50.0, 14.0, 0.01
rng = np.random.default_rng(7)

fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
sites = a * np.vstack([fcc, fcc + 0.25])      # first four: A, last four: B
neighbour, image = [], []
for i in range(8):
    found = []
    for j in range(8):
        for cell in itertools.product((-1, 0, 1), repeat=3):
            shift = a * np.array(cell)
            distance = np.linalg.norm(sites[j] + shift - sites[i])
            if abs(distance - d) < 1e-6:
                found.append((j, shift))
    assert len(found) == 4
    neighbour.append([f[0] for f in found])
    image.append([f[1] for f in found])
neighbour, image = np.array(neighbour), np.array(image)
first, second = np.triu_indices(4, 1)


def bond_vectors(w, F):
    """Vectors to the four neighbours of each atom; w: extra displacements."""
    pos = sites @ F.T + w
    return pos[neighbour] + image @ F.T - pos[:, None, :]


def terms(w, F, alpha, beta, model="keating"):
    """Stretching and bending terms whose squares sum to the energy."""
    v = bond_vectors(w, F)
    r2 = np.sum(v * v, axis=2)
    dots = np.sum(v[:, first] * v[:, second], axis=2)
    if model == "cosine":
        dots = d**2 * dots / np.sqrt(r2[:, first] * r2[:, second])
    stretch = np.sqrt(3 * alpha / 8) / d * (r2[:4] - d**2)
    bend = np.sqrt(3 * beta / 8) / d * (dots + d**2 / 3)
    return stretch.ravel(), bend.ravel()


def cell_energies(w, F, alpha, beta):
    """Stretching and bending energy per two-atom primitive cell."""
    stretch, bend = terms(w, F, alpha, beta)
    return np.sum(stretch**2) / 4, np.sum(bend**2) / 4


def relax(F, alpha, beta, model="keating"):
    """Gauss-Newton relaxation of atoms 1..7, atom 0 being pinned."""
    x = 1e-3 * rng.uniform(-1, 1, 21)

    def vector(y):
        w = np.concatenate([np.zeros(3), y]).reshape(8, 3)
        return np.concatenate(terms(w, F, alpha, beta, model))

    h = 1e-30
    for _ in range(25):
        jac = np.array([vector(x + 1j * h * unit).imag / h
                        for unit in np.eye(21)]).T
        step = np.linalg.lstsq(jac, -vector(x), rcond=None)[0]
        x = x + step
        if np.max(np.abs(step)) < 1e-15:
            break
    assert np.max(np.abs(step)) < 1e-12
    return np.concatenate([np.zeros(3), x]).reshape(8, 3)


def sublattice_shift(w):
    return w[4:].mean(axis=0) - w[:4].mean(axis=0)


def shear(gamma):
    F = np.eye(3)
    F[0, 1] = F[1, 0] = gamma / 2
    return F


def zeta_lattice(gamma, alpha, beta, model="keating"):
    u = sublattice_shift(relax(shear(gamma), alpha, beta, model))
    return -u[2] / (b * gamma)


def zeta_formula(alpha, beta):
    return (alpha - beta) / (alpha + beta)


# Internal-strain parameter for several stiffness ratios
print("zeta from full relaxation at gamma = 1e-4, and from formula")
for al, be in [(alpha0, beta0), (40., 2.), (30., 30.), (10., 25.)]:
    z_num, z_for = zeta_lattice(1e-4, al, be), zeta_formula(al, be)
    assert abs(z_num - z_for) < 1e-6
    print(f"  alpha={al:.0f}, beta={be:.0f} N/m: {z_num:.6f}, {z_for:.6f}")
zeta = zeta_formula(alpha0, beta0)

# General deformation with normal strain, shear and rotation
D = 1e-5 * rng.uniform(-1, 1, (3, 3))
eps = (D + D.T) / 2
w = relax(np.eye(3) + D, alpha0, beta0)
expected = -2 * zeta * b * np.array([eps[1, 2], eps[0, 2], eps[0, 1]])
assert np.max(np.abs(sublattice_shift(w) - expected)) < 1e-4 * b * 1e-5
assert np.max(np.abs(w[:4] - w[0])) < 1e-12       # shift is uniform
assert np.max(np.abs(w[4:] - w[4])) < 1e-12
w = relax(np.diag([1.01, 1.01, 0.99]), alpha0, beta0)
assert np.max(np.abs(w)) < 1e-12                  # no shift, (001) biaxial

# Quadratic energy at an arbitrary, unrelaxed shift
g, u = 5e-4, 3e-4 * b
w = np.zeros((8, 3))
w[4:, 2] = u
s_en, b_en = cell_energies(w, shear(g), alpha0, beta0)
assert abs(s_en / (2 * alpha0 * (u + b * g)**2) - 1) < 1e-5
assert abs(b_en / (2 * beta0 * (u - b * g)**2) - 1) < 1e-5

# Elastic constants from energies of the lattice
volume = a**3 / 4
zero = np.zeros((8, 3))
g = 1e-3


def density(F, relaxed=True):
    w = relax(F, alpha0, beta0) if relaxed else zero
    return sum(cell_energies(w, F, alpha0, beta0)) / volume


def even_density(strain):
    return (density(np.eye(3) + strain) + density(np.eye(3) - strain)) / 2


C44 = 2 * density(shear(g)) / g**2
C44_clamped = 2 * density(shear(g), relaxed=False) / g**2
C11 = 2 * even_density(np.diag([g, 0, 0])) / g**2
C12 = even_density(np.diag([g, g, 0])) / g**2 - C11
assert abs(C44 / (alpha0 * beta0 / (b * (alpha0 + beta0))) - 1) < 1e-5
assert abs(C44_clamped / ((alpha0 + beta0) / (4 * b)) - 1) < 1e-5
assert abs(C44 / C44_clamped - (1 - zeta**2)) < 1e-5
assert abs(C11 / ((alpha0 + 3 * beta0) / (4 * b)) - 1) < 1e-5
assert abs(C12 / ((alpha0 - beta0) / (4 * b)) - 1) < 1e-5
assert abs(2 * C12 / (C11 + C12) - zeta) < 1e-5

# Worked example at finite shear gamma0
F0 = shear(gamma0)
w0 = relax(F0, alpha0, beta0)
u0 = sublattice_shift(w0)
assert np.max(np.abs(u0[:2])) < 1e-12


def distortions(w):
    """Half spread of bond length (relative) and of bond angle (rad)."""
    v = bond_vectors(w, F0)
    r = np.linalg.norm(v, axis=2)
    cosine = (np.sum(v[:, first] * v[:, second], axis=2)
              / (r[:, first] * r[:, second]))
    return np.ptp(r) / (2 * d), np.ptp(np.arccos(cosine)) / 2


bond_c, angle_c = distortions(zero)
bond_r, angle_r = distortions(w0)
for z, bond, angle in [(0, bond_c, angle_c), (zeta, bond_r, angle_r)]:
    assert abs(bond / (gamma0 * (1 - z) / 3) - 1) < 1e-3
    assert abs(angle / (np.sqrt(2) / 3 * gamma0 * (1 + 2 * z)) - 1) < 1e-3

to_meV = 1e-18 / charge * 1e3
sc, bc = np.array(cell_energies(zero, F0, alpha0, beta0)) * to_meV
sr, br = np.array(cell_energies(w0, F0, alpha0, beta0)) * to_meV
assert abs(sc / bc / (alpha0 / beta0) - 1) < 1e-3
assert abs(sr / br / (beta0 / alpha0) - 1) < 1e-3
assert sr < sc and br > bc

# Finite-strain correction is of second order in gamma
dev2 = zeta_lattice(0.02, alpha0, beta0) - zeta
dev1 = zeta_lattice(0.01, alpha0, beta0) - zeta
assert abs(dev2 / dev1 - 4) < 0.05

# A different angle term gives a different parameter
z_cos = zeta_lattice(1e-4, alpha0, beta0, "cosine")
z_cos_formula = (9 * alpha0 - 8 * beta0) / (9 * alpha0 + 16 * beta0)
assert abs(z_cos - z_cos_formula) < 1e-6
assert abs(z_cos - zeta) > 0.01

print(f"Example: alpha = {alpha0:.0f} N/m, beta = {beta0:.0f} N/m")
print(f"a = {a:.2f} nm, b = {b:.3f} nm, d = {d:.5f} nm")
print(f"shear gamma = {gamma0:.2f}")
print(f"zeta (formula) = {zeta:.4f}")
print(f"shift for rigid bonds, -b*gamma = {-b*gamma0*1e3:.4f} pm")
print(f"shift, linear formula = {-zeta*b*gamma0*1e3:.4f} pm")
print(f"shift, full relaxation = {u0[2]*1e3:.4f} pm")
print(f"bond change, clamped = +/- {100*bond_c:.4f} %")
print(f"bond change, relaxed = +/- {100*bond_r:.4f} %")
print(f"angle change, clamped = +/- {np.degrees(angle_c):.4f} degrees")
print(f"angle change, relaxed = +/- {np.degrees(angle_r):.4f} degrees")
print("Energies per two-atom cell:")
print(f"  clamped: stretch {sc:.4f}, bend {bc:.4f}, sum {sc+bc:.4f} meV")
print(f"  relaxed: stretch {sr:.4f}, bend {br:.4f}, sum {sr+br:.4f} meV")
print(f"C11 = {C11:.2f} GPa, C12 = {C12:.2f} GPa")
print(f"C44 clamped = {C44_clamped:.2f} GPa, relaxed = {C44:.2f} GPa")
print(f"C44 relaxed/clamped = {C44/C44_clamped:.4f}")
print(f"2 C12/(C11+C12) = {2*C12/(C11+C12):.4f}")
print(f"zeta(gamma=0.01) - zeta = {dev1:.3e}")
print(f"zeta(gamma=0.02) - zeta = {dev2:.3e}")
print(f"ratio of these deviations = {dev2/dev1:.3f}")
print(f"zeta with cosine angle term = {z_cos:.4f}")
print("all assertions hold")
```

It prints:

```
zeta from full relaxation at gamma = 1e-4, and from formula
  alpha=50, beta=14 N/m: 0.562500, 0.562500
  alpha=40, beta=2 N/m: 0.904762, 0.904762
  alpha=30, beta=30 N/m: 0.000000, 0.000000
  alpha=10, beta=25 N/m: -0.428571, -0.428571
Example: alpha = 50 N/m, beta = 14 N/m
a = 0.54 nm, b = 0.135 nm, d = 0.23383 nm
shear gamma = 0.01
zeta (formula) = 0.5625
shift for rigid bonds, -b*gamma = -1.3500 pm
shift, linear formula = -0.7594 pm
shift, full relaxation = -0.7593 pm
bond change, clamped = +/- 0.3333 %
bond change, relaxed = +/- 0.1458 %
angle change, clamped = +/- 0.2701 degrees
angle change, relaxed = +/- 0.5739 degrees
Energies per two-atom cell:
  clamped: stretch 1.1375, bend 0.3185, sum 1.4560 meV
  relaxed: stretch 0.2178, bend 0.7776, sum 0.9953 meV
C11 = 170.37 GPa, C12 = 66.67 GPa
C44 clamped = 118.52 GPa, relaxed = 81.02 GPa
C44 relaxed/clamped = 0.6836
2 C12/(C11+C12) = 0.5625
zeta(gamma=0.01) - zeta = -2.070e-05
zeta(gamma=0.02) - zeta = -8.278e-05
ratio of these deviations = 3.999
zeta with cosine angle term = 0.5015
all assertions hold
```
